# Exponential composition transient of a sputtered binary target with a mixed layer

When an ion beam erodes a binary target AB and keeps a surface layer of fixed thickness $w$ uniformly mixed, the atomic fraction $c$ of A in that layer changes with the ion fluence $\Phi$ (ions per unit area) as

$$c(\Phi)=c_\infty+(b-c_\infty)\,e^{-\Phi/\Phi_0},$$

$$\Phi_0=\frac{N}{D},\qquad D=(1-b)Y_A+bY_B,\qquad c_\infty=\frac{bY_B}{D}.$$

Here $b$ is the bulk atomic fraction of A, and $N$ is the number of atoms per unit area in the layer. The component yields $Y_A$ and $Y_B$ are defined so that one ion ejects on average $Y_Ac$ atoms of A and $Y_B(1-c)$ atoms of B. Each yield in $D$ is weighted by the bulk fraction of the other component. The result holds when both atoms occupy the same volume $\Omega$, so that $N=w/\Omega$. With unequal volumes, a fixed thickness does not fix the number of atoms, and the relaxation fluence then depends on composition, as shown below.

The model contains a homogeneous bulk and, above it, a layer whose lower boundary moves inward at the same speed as the surface. Mixing inside the layer is complete, and nothing is mixed below it. The component yields do not depend on composition, no projectiles stay in the target, and the emitting surface has the composition of the layer. Because the bulk is homogeneous, the first mixing of the layer does not alter its composition, so $c(0)=b$.

Let $J$ be the number of bulk atoms that enter the layer per ion. A fraction $b$ of them are A atoms. The balance of A atoms per unit area is therefore

$$\frac{d(Nc)}{d\Phi}=-Y_Ac+bJ.$$

The first term is the loss by sputtering and the second is the supply from below. For equal atomic volumes, a layer of fixed thickness holds a fixed number of atoms, so every ejected atom is replaced by one bulk atom:

$$J=Y(c)=Y_Ac+Y_B(1-c).$$

Since $N$ is constant, it can be taken out of the derivative:

$$N\frac{dc}{d\Phi}=-Y_Ac+bY_Ac+bY_B(1-c).$$

The two terms in $Y_A$ combine to $-(1-b)Y_Ac$, and the last term is $bY_B-bY_Bc$. Hence

$$N\frac{dc}{d\Phi}=bY_B-\left[(1-b)Y_A+bY_B\right]c=bY_B-Dc.$$

The equation is linear although the speed of erosion changes during the transient. The supply depends on $c$, but it is itself linear in $c$ and is multiplied by the constant $b$, so no term in $c^2$ appears.

The steady value follows from $bY_B-Dc_\infty=0$. Subtracting this from the equation gives

$$\frac{d(c-c_\infty)}{d\Phi}=-\frac{D}{N}(c-c_\infty).$$

Separation of variables and integration from $\Phi=0$ give

$$\ln\frac{c(\Phi)-c_\infty}{b-c_\infty}=-\frac{D\Phi}{N},$$

which is the stated exponential. If the layer starts at another composition $c_0$, for instance after an earlier treatment, $c_0$ replaces $b$ in the amplitude, while $\Phi_0$ and $c_\infty$ stay the same.

The crossed weights have a direct meaning. Ejecting an A atom changes the composition only if a B atom replaces it, which happens with probability $1-b$. Ejecting a B atom matters only if an A atom replaces it, with probability $b$. Consider a patch with $M$ sites, $n$ of them occupied by A. Per ion on the patch, $n$ falls by one at the mean rate $Y_A(n/M)(1-b)$ and rises by one at the rate $Y_B(1-n/M)b$. The mean $\langle n\rangle$ therefore obeys

$$\frac{d\langle n\rangle}{dk}=bY_B-D\frac{\langle n\rangle}{M},$$

where $k$ is the mean number of ions that have struck the patch, with the ions arriving at random. This is the same law with $M$ in place of $N$. The full probability distribution was propagated for $M=50$, $b=0.2$, $Y_A=3.0$ and $Y_B=0.8$, with atoms ejected one at a time at random moments. At $k=3$, 10, 25 and 80, its mean agreed with the exponential to rounding error. This case separates the weights clearly: $D=2.56$, whereas the initial total yield $bY_A+(1-b)Y_B$ is 1.24.

The dilute limits show the same thing. For $b\to0$, $\Phi_0\to N/Y_A$: a trace of A is removed at a rate set by its own yield, while the matrix supplies nearly all the replacements. For $b\to1$, $\Phi_0\to N/Y_B$, because B is now the trace. If $Y_A=Y_B$, then $c_\infty=b$ and a layer that starts at the bulk composition shows no transient, although the decay constant is still defined.

The amplitude follows from

$$b-c_\infty=\frac{b(D-Y_B)}{D},\qquad D-Y_B=(1-b)(Y_A-Y_B),$$

so that

$$b-c_\infty=\frac{b(1-b)(Y_A-Y_B)}{D}.$$

A layer that starts at the bulk composition becomes depleted in the component with the larger yield. The initial slope is $-(b-c_\infty)/\Phi_0=-b(1-b)(Y_A-Y_B)/N$, in which $D$ has cancelled. For a known $b$, the early slope thus measures the difference of the yields divided by $N$, while the decay constant measures their crossed mean divided by $N$.

Since $1-c_\infty=(1-b)Y_A/D$, the steady layer satisfies

$$\frac{c_\infty}{1-c_\infty}=\frac{b}{1-b}\,\frac{Y_B}{Y_A}.$$

Multiplying by $Y_A/Y_B$ gives the ratio of ejected A to ejected B, which is $b/(1-b)$. The ejected flux has the bulk composition even though the layer does not. A steady layer requires this, since whatever enters from the bulk must leave. The steady total yield is

$$Y_\infty=Y_Ac_\infty+Y_B(1-c_\infty)=\frac{bY_AY_B+(1-b)Y_AY_B}{D}=\frac{Y_AY_B}{D},$$

or, after taking the reciprocal,

$$\frac1{Y_\infty}=\frac{b}{Y_A}+\frac{1-b}{Y_B}.$$

If the layer starts at the bulk composition, the flux ejected during the transient contains more of the preferentially sputtered component than the bulk does. The balance equation gives $Y_Ac-bY=-N\,dc/d\Phi$. The A fraction $x$ of the ejected atoms is therefore

$$x=\frac{Y_Ac}{Y}=b+\frac{D(c-c_\infty)}{Y}.$$

Because $Y$ also varies, $x$ is a ratio of two functions that each contain the exponential, and is not itself a simple exponential. The accumulated excess of A is simple:

$$\int_0^\infty(Y_Ac-bY)\,d\Phi=-N\int_b^{c_\infty}dc=N(b-c_\infty).$$

It is the amount of A by which the layer has been depleted.

The eroded depth follows from the total yield. Writing $Y=Y_B+(Y_A-Y_B)c$ and inserting the solution gives

$$Y(\Phi)=Y_\infty+(Y_A-Y_B)(b-c_\infty)e^{-\Phi/\Phi_0}.$$

At $\Phi=0$ the coefficient of the exponential equals $Y(0)-Y_\infty$. By the expression for the amplitude, it is $b(1-b)(Y_A-Y_B)^2/D$, which is never negative. For a layer that starts at the bulk composition, the total yield therefore falls, or stays constant, whichever component sputters faster. From another starting composition it can also rise. Integration gives the depth

$$z(\Phi)=\Omega\left[Y_\infty\Phi+\{Y(0)-Y_\infty\}\Phi_0\left(1-e^{-\Phi/\Phi_0}\right)\right].$$

In the steady state, one relaxation fluence removes the depth $\Omega Y_\infty\Phi_0=wY_AY_B/D^2$. The factor $Y_AY_B/D^2$ lies between the two ratios $Y_B/Y_A$ and $Y_A/Y_B$, so this depth is close to $w$ if the yields are nearly equal. Otherwise it depends on the bulk composition as well. In the limit $Y_B\to0$, $Y_\infty$ vanishes, the layer becomes pure B and erosion stops. The total depth removed is then $\Omega\,bY_A\,N/[(1-b)Y_A]=wb/(1-b)$, just enough for the B atoms left behind to fill the space that A had occupied in the layer.

For unequal atomic volumes $\Omega_A$ and $\Omega_B$, assume that volumes add, and define

$$\Omega(c)=c\,\Omega_A+(1-c)\,\Omega_B,\qquad \Omega_b=\Omega(b).$$

The layer now holds $w/\Omega(c)$ atoms per unit area, which changes with $c$. Fixed thickness requires the volume entering to equal the volume ejected:

$$J\Omega_b=Y_Ac\,\Omega_A+Y_B(1-c)\Omega_B.$$

It is convenient to follow the volume fraction of A, $\varphi=c\,\Omega_A/\Omega(c)$. The volume of A per unit area is $w\varphi$, so the atom balance multiplied by $\Omega_A$ reads

$$w\frac{d\varphi}{d\Phi}=\Omega_A(-Y_Ac+bJ)$$

$$=\frac{\Omega_A}{\Omega_b}\left[-Y_Ac(\Omega_b-b\Omega_A)+bY_B(1-c)\Omega_B\right].$$

Because $\Omega_b-b\Omega_A=(1-b)\Omega_B$, a factor $\Omega_B$ comes out of the bracket:

$$w\frac{d\varphi}{d\Phi}=\frac{\Omega_A\Omega_B}{\Omega_b}(bY_B-Dc).$$

The quotient rule gives

$$\frac{d\varphi}{dc}=\Omega_A\frac{\Omega(c)-c(\Omega_A-\Omega_B)}{\Omega(c)^2}=\frac{\Omega_A\Omega_B}{\Omega(c)^2}.$$

Dividing the two results yields

$$\frac{dc}{d\Phi}=-\frac{c-c_\infty}{L(c)},\qquad L(c)=\frac{w\,\Omega_b}{\Omega(c)^2D}.$$

The steady composition is unchanged, but the local relaxation fluence $L$ varies along the transient. It starts at $L(b)=(w/\Omega_b)/D$ and ends at $L(b)[\Omega_b/\Omega(c_\infty)]^2$. It grows if the layer becomes richer in the smaller atom, because more atoms then fit into the same thickness.

This formula was compared with a direct count of ejected and supplied atoms for $b=0.3$, yields 3.0 and 1.0, volumes 0.02 and 0.01 nm³, and $w=2$ nm. At five points between 0.005 and 5 times $L(b)$, the counted and predicted $L$ agreed to about one part in $10^4$. From the first of these points to the last, $L$ rose by a factor of 1.326, so the decay is not exactly a single exponential.

As an example, take argon ion milling of a copper-nickel resistor alloy of the constantan type, with A = Cu and B = Ni. Rough values for an ion energy near 500 eV are $b=0.55$, $Y_A=2.4$, $Y_B=1.5$ and $w=2.0$ nm. The value of $b$ is an atomic fraction; an alloy with 55% copper by weight has $b=0.53$, which would give $c_\infty=0.414$ and $\Phi_0=91.4$ nm⁻² in place of the values below. The current density is 0.5 mA/cm² of singly charged ions. The atomic volumes, roughly 0.0118 nm³ for Cu and 0.0109 nm³ for Ni, are similar enough to use their bulk mean, 0.0114 nm³. Then

$$N=\frac{2.0}{0.011395}=175.5\ \text{nm}^{-2},$$

$$D=0.45\times2.4+0.55\times1.5=1.905,$$

$$\Phi_0=\frac{175.5}{1.905}=92.1\ \text{nm}^{-2}=9.2\times10^{15}\ \text{cm}^{-2}.$$

The ion flux is $3.12\times10^{15}$ cm⁻² s⁻¹, so the relaxation time is 2.95 s. The steady copper fraction of the layer is $0.55\times1.5/1.905=0.433$. After one relaxation fluence the fraction is 0.476, and after three it is 0.439. The offset falls to 1% of its initial value after $\Phi_0\ln100=424$ nm⁻², or 13.6 s.

The total yield changes little, from 1.995 to 1.890, but the ejected flux changes more. Its copper fraction starts at $0.55\times2.4/1.995=0.66$ and falls towards 0.55. The accumulated excess is $175.5\times(0.550-0.433)\approx20.5$ copper atoms per nm². The first relaxation fluence removes 2.05 nm and the first five remove 10.0 nm. The first value is close to the layer thickness because, at this bulk composition, $D=1.905$ is close to $\sqrt{Y_AY_B}=1.897$, and the higher yield during the transient adds only about 0.07 nm.

These numbers are model results with rough inputs, not measurements on constantan. The component yields in an alloy need not equal the yields of the pure metals, and the mixed layer has no sharp lower edge. The thickness enters directly: at fixed yields and composition, doubling $w$ doubles $\Phi_0$ but leaves $c_\infty$ unchanged. Raising the copper yield alone by 10% lowers $\Phi_0$ to 87.2 nm⁻² and $c_\infty$ to 0.410. By comparison, the unequal atomic volumes matter little. They raise the late relaxation fluence to 93.9 nm⁻² and change $c$ by less than 0.0004.

With the trial values used here, segregation moves the layer composition further than the other effects considered. Suppose that the outermost atoms, from which the ejected ones are taken, have a copper fraction $s$ given by

$$\frac{s}{1-s}=\kappa\frac{c}{1-c}.$$

Sputtering now acts on $s$, so the balance becomes $N\,dc/d\Phi=bY_B-Ds$. The steady surface fraction is $s=c_\infty$, while the layer settles at the composition given by

$$\frac{c}{1-c}=\frac1\kappa\,\frac{c_\infty}{1-c_\infty}.$$

For a trial value $\kappa=2$, the surface starts at 0.71 and ends at 0.433, but the layer ends at 0.276. The depletion of the layer is thus 0.274 instead of 0.117. Its offset from the new steady value falls to $1/e$ after 85.2 nm⁻², so in this case the amplitude is affected much more than the fluence scale. This balance treats the outermost atoms as too few to change the atom count of the layer. If they form one monolayer, about a tenth of the atoms in the layer, the interior still ends at 0.276, but the mean over the whole layer ends at about 0.29, and the $1/e$ fluence changes by less than 1 nm⁻². The true $\kappa$ under bombardment depends on temperature and ion flux, and the value 2 is an illustration. A measurement that sees the outermost atoms and one that averages over the layer would give different compositions here.

Incomplete mixing can be described by a diffusion coefficient per unit fluence, $K$, acting inside the layer. The erosion speed per unit fluence in the steady state is $v=\Omega Y_\infty=0.0215$ nm³. At depth $z$ below the surface, the upward flux of A must equal its supply from the bulk:

$$vc+K\frac{dc}{dz}=vb.$$

The surface value is again $c_\infty$, because the ejected flux must have the bulk composition. The solution is

$$c(z)=b-(b-c_\infty)e^{-vz/K}.$$

The steady layer is nearly uniform if $vw/K\ll1$. If the yields differ strongly, this does not ensure good mixing during the transient. A safer condition there is $\Omega Y_{\max}w/K\ll1$, where $Y_{\max}$ is the larger component yield. For a trial value $K=0.10$ nm⁴ per ion, $vw/K$ is 0.43, so the layer is not uniform. Averaging $c(z)$ over the layer gives a steady mean copper fraction of 0.455, against 0.433 at the surface. A depth-resolved calculation with 40 cells gives 0.454 for this mean. In that calculation the surface offset falls to $1/e$ after about 74 nm⁻² (73.5 nm⁻² in the limit of fine cells), about 20% sooner than in the uniform model, and the largest difference between the surface fraction and the exponential is about 0.014. The shorter fluence follows from the balance of the whole layer. Only surface atoms are ejected, so the layer mean $\bar c$ and the surface fraction $c_s$ obey $N\,d\bar c/d\Phi=bY_B-Dc_s=-D(c_s-c_\infty)$. Integration over the whole transient gives

$$\int_0^\infty(c_s-c_\infty)\,d\Phi=\Phi_0(b-\bar c_\infty),$$

where $\bar c_\infty$ is the steady mean. Dividing by the initial offset $b-c_\infty$ gives a mean relaxation fluence of $0.81\,\Phi_0\approx75$ nm⁻². For a uniform layer it would be $\Phi_0$; here it is shorter because the layer as a whole is depleted less than its surface. With $K=100$ nm⁴ per ion, the depth-resolved calculation reproduces the exponential to within $2\times10^{-5}$ in $c$, which confirms the limit of strong mixing.

Retained argon has a smaller effect for the trial values used. If 0.10 argon atoms per ion stay in the layer and are removed with a component yield of 2.0, their steady fraction is $0.10/2.0=0.05$. The copper fraction among the metal atoms still tends to 0.433. Its offset reaches $1/e$ after 90.4 nm⁻² if an argon atom takes up the mean atomic volume of the metal, and after 87.1 nm⁻² if it takes up twice that volume.

Thermal diffusion would break the assumption of an undisturbed bulk. With a rough prefactor of 1.0 cm²/s and an activation energy of 2.3 eV, the diffusion length $\sqrt{D_{\text{th}}t_0}$ in one relaxation time $t_0$ equals the layer thickness at about 840 K. Here $D_{\text{th}}$ is the thermal diffusion coefficient. The temperature depends on the assumed activation energy: 2.5 eV with the same prefactor gives about 910 K. Well below that temperature, ordinary thermal diffusion is negligible on this scale, but the estimate does not include faster diffusion along grain boundaries or diffusion enhanced by defects that the ions create. Where such thermally activated processes matter, the transient depends on ion flux as well as fluence. In the model derived here, time does not enter, and the current density sets only how quickly a given fluence is reached.

The numerical output below lists the values used in the example and the sizes of the neglected effects.

## Calculated quantities

```
TESTS
master equation, largest error in c: 8.3e-17
atom ledger, largest error in c: 5.4e-06
strong-mixing transport, largest error in c: 1.6e-05
unequal volumes, largest relative error in L: 1.2e-04
unequal-volume test, late L / early L: 1.326
EXAMPLE INPUTS (rough)
bulk Cu fraction: 0.55; yields Cu, Ni: 2.4, 1.5 atoms/ion
layer thickness: 2.0 nm; current: 0.5 mA/cm2
atomic volumes Cu, Ni: 0.0118, 0.0109 nm3
EXAMPLE RESULTS
mean bulk atomic volume: 0.011395 nm3
atoms in layer N: 175.5 per nm2
cross-weighted yield D: 1.905 atoms/ion
relaxation fluence: 92.13 ions/nm2 = 9.213e+15 ions/cm2
same with weights wrongly swapped: 87.98 ions/nm2
ion flux: 3.121e+15 ions/(cm2 s); relaxation time: 2.95 s
steady Cu fraction in layer: 0.4331
total yield, start and steady: 1.995, 1.890 atoms/ion
Cu fraction of ejected atoms at start: 0.6617
excess Cu ejected: 20.52 atoms/nm2
F/F0 = 0.5: c formula 0.5040, ledger 0.5040, depth 1.04 nm
F/F0 = 1.0: c formula 0.4761, ledger 0.4761, depth 2.05 nm
F/F0 = 2.0: c formula 0.4489, ledger 0.4489, depth 4.06 nm
F/F0 = 3.0: c formula 0.4389, ledger 0.4389, depth 6.06 nm
F/F0 = 5.0: c formula 0.4339, ledger 0.4339, depth 10.03 nm
fluence to 1% of initial offset: 424.3 ions/nm2
time to 1% of initial offset: 13.6 s
NEGLECTED EFFECTS
unequal volumes: late relaxation fluence 93.86 ions/nm2
unequal volumes: largest change in c 0.0003
finite mixing: trial strength 0.10 nm4 per ion
finite mixing: surface 1/e fluence 74.1 ions/nm2
finite mixing: largest change in surface c 0.0137
finite mixing: steady layer-mean Cu fraction 0.4544
segregation: trial surface enrichment factor 2.0
segregation: surface Cu, start and end 0.7097, 0.4331
segregation: steady layer Cu fraction 0.2764
segregation: layer 1/e fluence 85.2 ions/nm2
argon: trial retained 0.10 per ion, argon yield 2.0
argon: steady argon fraction of layer 0.050
argon: layer 1/e fluence 90.4 ions/nm2
Cu yield +10%: relaxation fluence 87.19 ions/nm2
Cu yield +10%: steady Cu fraction 0.4098
diffusion inputs: 1.0 cm2/s, 2.3 eV (rough)
temperature where diffusion length = layer: 836 K
```
